# Why the X⁻³ formula should not extrapolate the total energy

Extrapolate the Hartree-Fock energy of the NO molecule from a triple-zeta and a quadruple-zeta basis with the \(X^{-3}\) formula, and the "limit" comes out 4.4 mEh (11.5 kJ/mol) below a close reference for the true one. The unextrapolated quadruple-zeta energy is in error by only 2.7 mEh. Extrapolating the total energy performs this same faulty operation out of sight, because the total contains the Hartree-Fock (HF) energy.

## The counter-example

Let \(E_X\) be an energy computed in the basis cc-pVXZ, with \(X=2,3,4,5\) for D, T, Q, 5, and let \(Y=X-1\). The formula assumes

\[
E_X=E_{\rm est}+A X^{-3},\qquad E_Y=E_{\rm est}+A Y^{-3}.
\]

Multiply the first equation by \(X^3\) and the second by \(Y^3\). Both then contain the bare constant \(A\), which drops out on subtraction:

\[
E_{\rm est}=\frac{X^3E_X-Y^3E_Y}{X^3-Y^3}
=E_X-(E_Y-E_X)\frac{Y^3}{X^3-Y^3}. \tag{1}
\]

The second form follows from \(X^3E_X-Y^3E_Y=(X^3-Y^3)E_X-Y^3(E_Y-E_X)\). It shows what the formula does: it lowers the better energy by a fixed multiple of the last improvement.

The example is the NO radical at a chosen bond length of 1.15 Å, treated with unrestricted HF (UHF) and frozen-core unrestricted MP2. The orbital occupation is fixed by symmetry, so that all bases describe the same state. The integrals are density-fitted, which shifts the entries by about 0.01 mEh, so the sixth decimal is not significant and the fifth is uncertain by about one unit. The energies in hartree are

| \(X\) | UHF | MP2 correlation |
|---|---|---|
| 2 | −129.260480 | −0.316107 |
| 3 | −129.296748 | −0.395592 |
| 4 | −129.306437 | −0.424947 |
| 5 | −129.308775 | −0.437129 |

A separate, large even-tempered basis gives the UHF reference, −129.309111 Eh. Relative to it, the UHF errors for \(X=2\) to 5 are 48.63, 12.36, 2.67 and 0.34 mEh.

For the pair (3,4), the last UHF improvement is 9.689 mEh and the multiplier is \(27/(64-27)=0.7297\). The formula therefore lowers the energy by 7.07 mEh, although only 2.67 mEh were missing:

\[
2.67-7.07=-4.40\ \text{mEh}.
\]

For the pair (4,5), the improvement is 2.338 mEh and the multiplier is \(64/61=1.049\). The energy is lowered by 2.45 mEh when 0.34 mEh were missing, which leaves an error of −2.12 mEh (−5.6 kJ/mol). For the pair (2,3) the error is −2.91 mEh. This is also an overshoot, but a smaller error than the 12.36 mEh of the triple-zeta energy itself.

The reference is not the exact HF limit. Its g functions lowered it by 0.30 mEh, it has no h functions, and its s, p, d and f series were not varied, so the g effect does not bound its remaining error. Apart from the small density-fitting error, about 0.01 mEh in the triple-zeta check, a finite basis can only place this energy too high. If the true limit lies lower by some amount \(s\), each overshoot shrinks by \(s\) and each basis error grows by \(s\). The overshoot for (4,5) would vanish only at \(s=2.1\) mEh, seven times the effect of the g functions.

## The general statement

Let \(E_{\rm lim}\) be the true basis-set limit and \(e_X=E_X-E_{\rm lim}\) the basis error, with \(e_Y>e_X>0\). Then:

1. The \(X^{-3}\) estimate lies below the limit if and only if \(e_X/e_Y<(Y/X)^3\).
2. It is a worse estimate than the unextrapolated \(E_X\) if and only if \(e_Y/e_X>2(X/Y)^3-1\).
3. If the total energy is extrapolated, the result differs from "HF limit plus \(X^{-3}\)-extrapolated correlation energy" by the HF error of the formula, whichever correlation method is used.

**Proof of 1.** Insert \(E_X=E_{\rm lim}+e_X\) and \(E_Y=E_{\rm lim}+e_Y\) into (1). The terms in \(E_{\rm lim}\) combine to \(E_{\rm lim}(X^3-Y^3)/(X^3-Y^3)=E_{\rm lim}\), so

\[
\delta\equiv E_{\rm est}-E_{\rm lim}=\frac{X^3e_X-Y^3e_Y}{X^3-Y^3}. \tag{2}
\]

The denominator is positive. Hence \(\delta<0\) if and only if \(X^3e_X<Y^3e_Y\), which is the stated condition.

**Proof of 2.** Since \(e_Y>e_X\), equation (1) always lowers the energy, so \(\delta<e_X\). The estimate can therefore be worse than \(E_X\) only by lying too low, with \(-\delta>e_X\). By (2) this means

\[
Y^3e_Y-X^3e_X>(X^3-Y^3)e_X .
\]

Adding \(X^3e_X\) to both sides gives \(Y^3e_Y>(2X^3-Y^3)e_X\), and division by \(Y^3e_X\) gives the condition.

**Proof of 3.** Formula (1) is linear in the energies. With \(E^{\rm tot}_X=E^{\rm HF}_X+E^{\rm corr}_X\) in each basis,

\[
E^{\rm tot}_{\rm est}=E^{\rm HF}_{\rm est}+E^{\rm corr}_{\rm est}
=\left(E^{\rm HF}_{\rm lim}+E^{\rm corr}_{\rm est}\right)+\delta^{\rm HF}. \tag{3}
\]

Nothing in \(\delta^{\rm HF}\) refers to the correlation method. A better correlation treatment leaves it unchanged.

The limiting case \(e_X\to0\) shows the mechanism. Equation (2) becomes \(\delta\to-Y^3e_Y/(X^3-Y^3)\): the energy has already converged, but the formula takes the last improvement as a sign that more is to come.

## Exponential convergence

Suppose that \(e_X=Ce^{-aX}\) with \(C,a>0\). Then \(e_Y/e_X=e^{a}\), and the two conditions become

\[
a>3\ln\frac{X}{Y}\quad\text{(overshoot)},\qquad
a>\ln\!\left[2\left(\frac{X}{Y}\right)^3-1\right]\quad\text{(worse than }E_X).
\]

The thresholds can be set beside the UHF decay rates \(a=\ln(e_Y/e_X)\) found for NO:

| pair | overshoot above | worse than \(E_X\) above | found |
|---|---|---|---|
| 2,3 | 1.216 | 1.749 | 1.370 |
| 3,4 | 0.863 | 1.319 | 1.531 |
| 4,5 | 0.669 | 1.067 | 2.074 |

The smallest pair meets the first condition narrowly and fails the second, as its errors showed. For large \(X\), \(\ln(X/Y)\approx1/X\), so the thresholds fall as \(3/X\) and \(6/X\). Any fixed \(a>0\) eventually exceeds both. In this model the absolute overshoot dies out with the exponential, but relative to the remaining error it grows: with \(Y^3\approx X^3\) in the numerator and \(X^3-Y^3\approx3X^2\) in the denominator, equation (2) gives \(\delta/e_X\approx-(e^a-1)X/3\). This is the leading term for large \(X\) only: for \(X=5\) and \(a=1.5\) it gives −5.8, while (2) itself gives \((125-64e^{1.5})/61=-2.65\).

"Exponential" is a description of these energies, not a theorem, and the data do not fix the rate sharply. The rate rises from 1.53 to 2.07, and the last value is sensitive to the reference because the 5Z error is small. The last three UHF energies would lie on a single exponential only if the limit were 0.41 mEh below the reference; a limit only 0.2 mEh below it would already change the two rates to 1.48 and 1.68. Statements 1 to 3 do not need the exponential form.

## Why the correlation energy is different

The correlated wave function has a cusp where two electrons meet, and products of smooth one-electron functions reproduce it slowly. For singlet pairs in an atom, the second-order energy gained from functions of angular momentum \(l\) falls as \((l+\tfrac12)^{-4}\) to leading order, a result taken here as given. If all functions up to \(L\) are included, the missing energy is proportional to

\[
\sum_{l=L+1}^{\infty}\frac{1}{(l+\frac12)^4}\approx\int_{L+1}^{\infty}\frac{dx}{x^4}=\frac{1}{3(L+1)^3}.
\]

The sum is the midpoint rule for the integral, since \(l+\tfrac12\) is the centre of the interval from \(l\) to \(l+1\). For \(L=4\) the two sides are 0.002615 and 0.002667. Writing \(X^{-3}\) for this tail keeps the leading power but is a practical choice: for N and O the highest angular momentum in cc-pVXZ is \(L=X\), and each angular momentum is represented by only a few functions.

The HF wave function has no such cusp between electrons, so this argument gives no reason for an \(X^{-3}\) tail in the HF energy. The difference can be checked without any reference limit. If a sequence follows \(X^{-3}\), its improvement from 4 to 5 is the improvement from 3 to 4 multiplied by

\[
\frac{4^{-3}-5^{-3}}{3^{-3}-4^{-3}}=0.356 .
\]

For the correlation energy this predicts \(0.356\times29.36=10.45\) mEh, and the actual gain is 12.18 mEh, larger by a factor of 1.17. For UHF it predicts 3.45 mEh, and the actual gain is 2.34 mEh, a factor of 0.68. The power law is thus approximate for the correlation energy and errs in the opposite direction for HF.

## Treating the parts separately

The correlation energy is extrapolated with (1). The HF part can be taken from the largest basis or from an exponential through three successive energies \(E_1,E_2,E_3\). Let their errors be \(e,\ qe,\ q^2e\) with \(0<q<1\). Then

\[
E_3-E_2=-q(1-q)e,\qquad E_3-2E_2+E_1=(q^2-2q+1)e=(1-q)^2e .
\]

The square of the first divided by the second is \(q^2e\), the error of \(E_3\), so

\[
E_{\rm lim}=E_3-\frac{(E_3-E_2)^2}{E_3-2E_2+E_1}.
\]

For \(X=2,3,4\) the successive UHF gains are 36.268 and 9.689 mEh. The correction is \(9.689^2/(36.268-9.689)=3.53\) mEh, and the result lies 0.86 mEh below the reference, against 4.40 mEh for the \(X^{-3}\) formula. For \(X=3,4,5\) it lies 0.41 mEh below. The plain 5Z energy lies 0.34 mEh above, so the two are about equally far from the reference. If the true limit lies more than 0.04 mEh below the reference, the exponential estimate is the better one; the reference was not converged far enough to settle this.

## When the wrong recipe looks right

Separate treatment does not guarantee a smaller error in the total, and NO shows this. As the best available total, take the UHF reference plus the correlation estimate from the pair (4,5), −0.449910 Eh, which gives −129.759021 Eh. Relative to this value, the pair (3,4) applied to the total energy gives

\[
\underbrace{-4.40}_{\rm HF}+\underbrace{3.54}_{\rm correlation}=-0.85\ \text{mEh}
\]

(from unrounded values), while the separate recipe with bases up to \(X=4\) gives

\[
-0.858+3.543=+2.685\ \text{mEh}.
\]

The total-energy recipe is closer here because the HF overshoot hides a correlation energy that is not yet low enough. The two errors have different origins and do not keep step. For the pair (2,3) they are −2.91 and +20.85 mEh, and little cancels. By (3), a correlation method with a smaller shortfall would leave the HF overshoot exposed.

For the pair (4,5) this comparison cannot judge the correlation part, since that pair supplies the correlation limit. The correlation gain from 4 to 5 exceeded the \(X^{-3}\) prediction, so the estimate from (4,5) lies below that from (3,4). These data do not decide on which side of the (4,5) estimate the true MP2 limit lies. What is established is the difference between the recipes: the total-energy result is 1.71 mEh (4.5 kJ/mol) below the separate one built on the exponential HF estimate from \(X=3,4,5\) (2.45 mEh below if the plain 5Z HF energy is used instead), and this difference comes from the HF part alone.

In an energy difference between two systems, linearity makes the overshoots subtract. The net effect is small only if the two overshoots are nearly equal, which has to be checked case by case. Extrapolating the total is harmless when \(\delta^{\rm HF}\) is small compared with the accuracy required. The two HF energies of a pair do not fix \(\delta^{\rm HF}\), but three successive ones give a rough estimate: subtract the exponential limit from the \(X^{-3}\) limit. For the pair (3,4), with \(X=2,3,4\) in the exponential, this gives −3.54 mEh, against −4.40 mEh from the reference.

All these energies omit correlation beyond MP2, core correlation, relativity and nuclear motion. The numerical check covers the thresholds, the tail sum and the NO energies.

## Numbers as computed

```
NO bond length: 1.15 angstrom
Partial-wave tail, L=4: sum 0.002615, law 0.002667
Pair 2,3: overshoot above a=1.216, worse than raw above a=1.749
Pair 3,4: overshoot above a=0.863, worse than raw above a=1.319
Pair 4,5: overshoot above a=0.669, worse than raw above a=1.067
cc-pvdz: 28 functions, UHF -129.260480 Eh, MP2 corr -0.316107 Eh
cc-pvtz: 60 functions, UHF -129.296748 Eh, MP2 corr -0.395592 Eh
cc-pvqz: 110 functions, UHF -129.306437 Eh, MP2 corr -0.424947 Eh
cc-pv5z: 182 functions, UHF -129.308775 Eh, MP2 corr -0.437129 Eh
Fitting error in cc-pvtz: UHF 0.0109 mEh, MP2 corr 0.0076 mEh
UHF reference: -129.309111 Eh, 240 functions
Change of reference on adding g: -0.295 mEh
UHF basis error, X=2: 48.631 mEh
UHF basis error, X=3: 12.363 mEh
UHF basis error, X=4: 2.674 mEh
UHF basis error, X=5: 0.336 mEh
UHF error decay 2->3: a=1.370, effective power 3.38
UHF error decay 3->4: a=1.531, effective power 5.32
UHF error decay 4->5: a=2.074, effective power 9.30
UHF X^-3 limit, pair 2,3: -129.312018 Eh, error -2.908 mEh = -7.63 kJ/mol
UHF X^-3 limit, pair 3,4: -129.313507 Eh, error -4.397 mEh = -11.54 kJ/mol
UHF X^-3 limit, pair 4,5: -129.311228 Eh, error -2.117 mEh = -5.56 kJ/mol
UHF exponential limit, X=2,3,4: -129.309969 Eh, error -0.858 mEh
UHF exponential limit, X=3,4,5: -129.309518 Eh, error -0.407 mEh
Increment 4->5, actual/X^-3 prediction: UHF 0.678, MP2 corr 1.165
MP2 corr X^-3 limit, pair 2,3: -0.429059 Eh
MP2 corr X^-3 limit, pair 3,4: -0.446367 Eh
MP2 corr X^-3 limit, pair 4,5: -0.449910 Eh
Best total (UHF reference + corr pair 4,5): -129.759021 Eh
Pair 2,3 against best: UHF part -2.908, corr part 20.851, total 17.943 mEh
Pair 3,4 against best: UHF part -4.397, corr part 3.543, total -0.854 mEh
Up to X=4: total by X^-3 -129.759875 Eh, separate -129.756336 Eh
  separate minus best: 2.685 mEh; X^-3 total minus separate: -3.538 mEh
Up to X=5: total by X^-3 -129.761138 Eh, separate -129.759428 Eh
  separate minus best: -0.407 mEh; X^-3 total minus separate: -1.709 mEh
```
